\section*{CC4: Lowest-Order Quadruples, Their Cost, and CCSDTQ-1}

\section{What is approximated}

\textbf{Q.} Full CCSDTQ already treats quadruple excitations. What exactly do you propose to leave out?

\textbf{A.} Only terms of the quadruples equation. Take a closed-shell canonical Hartree--Fock determinant $|0\rangle$, with occupied spin orbitals $i,j,k,l,m,n$, virtual ones $a,b,c,d,e,f$, and general ones $p,q,r,s$. Write $H=F+U$, where $F=\sum_p\varepsilon_p c_p^\dagger c_p$ is the Fock operator and $U$ is the rest. The cluster operator is $T=T_1+T_2+T_3+T_4$, with
\begin{equation}
T_n=\frac{1}{(n!)^2}\sum t^{ab\cdots}_{ij\cdots}\,c_a^\dagger c_i\,c_b^\dagger c_j\cdots .
\end{equation}
Let $\langle n|$ stand for any $n$-fold excited determinant. CCSDTQ requires
\begin{equation}
\langle n|e^{-T}He^{T}|0\rangle=0,\qquad n=1,2,3,4. \label{full}
\end{equation}
CC4 keeps this for $n=1,2,3$, including the action of $T_4$ on the lower equations. For $n=4$ it keeps the lowest order in $U$, with $T_1$ treated as a quantity of order zero.

\textbf{Q.} Why should $T_1$ be of order zero? With Hartree--Fock orbitals it is small.

\textbf{A.} It is a choice, made because $T_1$ acts as an orbital rotation. Since $e^{T_1}c_i^\dagger e^{-T_1}=c_i^\dagger+\sum_a t_i^a c_a^\dagger$, the state $e^{T_1}|0\rangle$ is again one determinant, with each occupied orbital $i$ mixed with virtual ones. If a one-electron field $V$ is added while the orbitals stay fixed, the singles equation is, to lowest order in $U$ and in $V$, $\langle1|[F,T_1]+V|0\rangle=0$. Its solution contains no power of $U$. Without a field, $T_1$ is in fact of second order, and the energy must then be judged by that separate counting.

\textbf{Q.} An exponential of $T_1$ around $H$ sounds expensive.

\textbf{A.} It changes only the integrals. Define $\hat H=e^{-T_1}He^{T_1}$, and $\hat U$ likewise. For a creator of an occupied orbital,
\begin{align}
[c_i^\dagger,T_1]&=\sum_a t_i^a\left(c_i^\dagger c_a^\dagger c_i-c_a^\dagger c_i c_i^\dagger\right)\nonumber\\
&=-\sum_a t_i^a c_a^\dagger\left(c_i^\dagger c_i+c_i c_i^\dagger\right)=-\sum_a t_i^a c_a^\dagger .
\end{align}
Similarly $[c_a,T_1]=\sum_i t_i^a c_i$. Both results commute with $T_1$, so the series stops:
\begin{equation}
c_i^\dagger\to c_i^\dagger-\sum_a t_i^a c_a^\dagger,\qquad
c_a\to c_a+\sum_i t_i^a c_i .
\end{equation}
The operators $c_a^\dagger$ and $c_i$ are unchanged. Collecting coefficients gives
\begin{equation}
\widetilde W_{pqrs}=\sum_{p'q'r's'}X_{pp'}X_{qq'}\langle p'q'||r's'\rangle Y_{r'r}Y_{s's},
\end{equation}
where $X$ and $Y$ are unit matrices except for $X_{ai}=-t_i^a$ and $Y_{ai}=t_i^a$. Transforming one index at a time costs $N^5$, where $N$ measures the size of the orbital basis.

\section{The quadruples equation}

\textbf{Q.} Before you discard anything, show me the whole equation. How do you know that no term is missing?

\textbf{A.} Count excitation rank and lines. A normal-ordered two-body piece of $\hat H$ has four operators. If it raises the excitation rank by $r$, then $2-r$ of them annihilate a particle or hole. Cluster operators commute with one another, so in a nested commutator each must be contracted with at least one of these $2-r$ lines. For $m$ cluster operators of total rank $s$, projected on $\langle n|$, we have $r=n-s$, hence
\begin{equation}
m\le 2-n+s,\qquad s\le n+2. \label{rule}
\end{equation}
The second condition says that a two-body operator lowers the rank by at most two. One-body pieces have one line fewer and add no new combinations.

For $n=4$ this means $m+2\le s\le6$. With $T_2,T_3,T_4$ available, one operator can be $T_3$ or $T_4$; two can be $T_2T_2$, $T_2T_3$, $T_3T_3$ or $T_2T_4$; three can only be $T_2T_2T_2$. The commutator expansion supplies the factors:
\begin{align}
0=\langle4|&[\hat H,T_4]+[\hat H,T_3]+\tfrac12[[\hat H,T_2],T_2]
+[[\hat H,T_2],T_3]\nonumber\\
&+\tfrac16[[[\hat H,T_2],T_2],T_2]+\tfrac12[[\hat H,T_3],T_3]
+[[\hat H,T_2],T_4]|0\rangle . \label{exact4}
\end{align}
The mixed terms have factor one because the two orders of nesting are equal and cancel the $\tfrac12$. A numerical test with random amplitudes confirmed this decomposition.

\textbf{Q.} Now do the order counting, and do not hide the Fock operator.

\textbf{A.} Since $[F,T_1]$ is a pure excitation operator, it commutes with every $T_n$, and
\begin{equation}
\hat H=F+[F,T_1]+\hat U .
\end{equation}
Thus $F$ enters (\ref{exact4}) only through $[F,T_4]$: $[F,T_3]$ creates triples, and double commutators of $F$ with cluster operators vanish. Every other term carries one $\hat U$.

The doubles equation contains $\hat U$ itself, so $T_2$ starts at order one. A two-body operator alone cannot create triples; their first source is $[\hat U,T_2]$, so $T_3$ starts at order two. By (\ref{rule}), $[\hat U,T_2]$ cannot create quadruples. Their first sources are $[\hat U,T_3]$, of order $1+2$, and $[[\hat U,T_2],T_2]$, of order $1+1+1$. So $T_4$ starts at order three. The remaining terms of (\ref{exact4}) have these orders:
\begin{equation}
\begin{array}{ll}
[\hat U,T_4],\ [[\hat U,T_2],T_3],\ [[[\hat U,T_2],T_2],T_2] & \text{order }4,\\[2pt]
[[\hat U,T_3],T_3],\ [[\hat U,T_2],T_4] & \text{order }5.
\end{array}\label{dropped}
\end{equation}
Keeping order three leaves the CC4 quadruples equation
\begin{equation}
\boxed{\langle4|[F,T_4]+[\hat H,T_3]+\tfrac12[[\hat H,T_2],T_2]|0\rangle=0.}\label{cc4}
\end{equation}

\textbf{Q.} Would the same equation hold with your external field $V$ switched on?

\textbf{A.} No. A field of order zero in $U$ adds $[\hat V,T_4]$ and $[[\hat V,T_2],T_3]$, which are also of order three. Equation (\ref{cc4}) is the field-free equation.

\section{Explicit amplitudes}

\textbf{Q.} Commutators conceal signs and factors. Write the source of $T_4$ in integrals.

\textbf{A.} The two-body operator is $\tfrac14\sum\widetilde W_{pqrs}\{(c_p^\dagger c_r)(c_q^\dagger c_s)\}$, with braces for normal order. Two replacements are needed:
\begin{equation}
[c_a^\dagger c_e,c_e^\dagger c_i]=c_a^\dagger c_i,\qquad
[c_m^\dagger c_i,c_a^\dagger c_m]=-c_a^\dagger c_i .
\end{equation}
Replacing a particle gives a plus sign, replacing a hole a minus sign.

If a contribution has the form $K\sum G^{abcd}_{ijkl}c_a^\dagger c_i c_b^\dagger c_j c_c^\dagger c_k c_d^\dagger c_l$, comparison with the prefactor $1/(4!)^2$ of $T_4$ gives the amplitude residual $576K\,\mathcal A G$. The sum of these residuals is called $S$ below. Here $\mathcal A$ averages over all signed permutations of the virtual indices and, separately, of the occupied ones.

For $T_3$, the piece with one particle line is $\tfrac12\widetilde W_{abej}\{(c_a^\dagger c_e)(c_b^\dagger c_j)\}$; the factor is $\tfrac14$ times two equivalent orderings. The line $e$ can meet any of three particles, and $T_3$ carries $1/36$. Hence $K=\tfrac12\cdot3/36=1/24$, and $576K=24$. The hole piece has the same size and the opposite sign.

For two $T_2$ operators, the commutator factor $\tfrac12$ is cancelled by the two ways of assigning the lines. Each $T_2$ contributes $\tfrac14\cdot2=\tfrac12$. The particle--particle piece has $K=\tfrac14\cdot\tfrac12\cdot\tfrac12=1/16$, hence 36. The hole--hole piece has two minus signs and also gives 36. The mixed piece has four equivalent orderings, hence coefficient one, and
\begin{equation}
\widetilde W_{mbej}\{(c_m^\dagger c_e)(c_b^\dagger c_j)\}
=-\widetilde W_{mbej}\{(c_m^\dagger c_j)(c_b^\dagger c_e)\}.
\end{equation}
The hole replacement supplies another minus sign. Thus $K=\tfrac14$ and the factor is 144. After exchanging the names $i$ and $j$ in the mixed term, and summing over repeated $e,f,m,n$,
\begin{align}
S^{abcd}_{ijkl}={}&24\mathcal A\left(\widetilde W_{abej}t^{ecd}_{ikl}
-\widetilde W_{mbij}t^{acd}_{mkl}\right)\nonumber\\
&+36\mathcal A\left(\widetilde W_{abef}t^{ec}_{ik}t^{fd}_{jl}
+\widetilde W_{mnij}t^{ac}_{mk}t^{bd}_{nl}\right)\nonumber\\
&+144\mathcal A\left(\widetilde W_{mbei}t^{ac}_{mk}t^{ed}_{jl}\right).\label{source}
\end{align}
In canonical orbitals $[F,T_4]$ multiplies each amplitude by an energy difference, so
\begin{equation}
t^{abcd}_{ijkl}=-\frac{S^{abcd}_{ijkl}}{\varepsilon_a+\varepsilon_b+\varepsilon_c+\varepsilon_d-\varepsilon_i-\varepsilon_j-\varepsilon_k-\varepsilon_l}. \label{t4}
\end{equation}

\textbf{Q.} And how do these amplitudes act back on the lower equations?

\textbf{A.} One new contraction occurs, because $T_4$ must lose rank: $c_m^\dagger c_e$ closes fully on $c_e^\dagger c_m$ with value $+1$. In the triples equation, the one-body piece can choose its particle and hole in $4\cdot4$ ways. Then $16/576=1/36$ is just the prefactor of $T_3$, and the coefficient is one. The piece $\tfrac12\widetilde W_{bmef}$ chooses two ordered particles and one hole in $12\cdot4$ ways, giving $K=\tfrac12\cdot48/576=1/24$ and $36K=3/2$. Its hole counterpart has the opposite sign:
\begin{align}
R^{abc}_{ijk}={}&\tilde f_{me}t^{abce}_{ijkm}
+\tfrac32\mathcal A\left(\widetilde W_{bmef}t^{aecf}_{ijkm}
-\widetilde W_{mnje}t^{abce}_{imkn}\right),\label{r3}\\
\tilde f_{me}={}&\sum_{nf}\langle mn||ef\rangle t_n^f .
\end{align}
Brillouin's theorem removes the bare $f_{me}$. In the doubles equation there are $12\cdot12$ choices, so $K=\tfrac14\cdot144/576=1/16$. Multiplication by the four from $T_2$ gives
\begin{equation}
R^{ab}_{ij}=\tfrac14\langle mn||ef\rangle t^{abef}_{ijmn}. \label{r2}
\end{equation}
The singles equation would need a drop of three ranks, so it has no $T_4$ term. Formulas (\ref{source}), (\ref{r3}) and (\ref{r2}) were tested against matrix commutators for random amplitudes.

\textbf{Q.} Does this $T_4$ vanish when it ought to?

\textbf{A.} Consider two non-interacting electron pairs $A$ and $B$. Then $\hat H=\hat H_A+\hat H_B$ and $T_2=T_{2A}+T_{2B}$. A mixed term such as $[[\hat H_A,T_{2A}],T_{2B}]$ is zero because its operators act on different pairs. A term on one pair cannot excite four electrons. So $T_4=0$, although $e^T$ still contains the simultaneous excitation $T_{2A}T_{2B}$. The amplitude $T_4$ describes four-electron correlation that does not factorize in this way.

\section{Where the ninth power comes from}

\textbf{Q.} The two-$T_2$ ladder has eight free indices and two summed ones. That is $N^{10}$, not $N^9$.

\textbf{A.} It is $N^{10}$ if all three tensors are multiplied in one loop. Do it in two steps, with $o$ occupied and $v$ virtual spin orbitals:
\begin{align}
Z^{abc}_{fik}&=\sum_e\widetilde W_{abef}t^{ec}_{ik} && (o^2v^5),\\
S^{abcd}_{ijkl}&\leftarrow\sum_f Z^{abc}_{fik}t^{fd}_{jl} && (o^4v^5).
\end{align}
The second step has eight free indices and one sum. The other products in (\ref{source}) work in the same way, with $o^4v^5$ for a final particle sum and $o^5v^4$ for a final hole sum. In (\ref{r3}) there are six free indices and three sums, again nine; the $\tilde f$ term and (\ref{r2}) have eight. The triples equation without $T_4$ has six free indices and at most two in the final sum, so it stays at $N^8$.

These steps recur in every iteration because $T_4$ depends on the current $T_1,T_2,T_3$. CC4 is therefore an iterative $N^9$ method in this dense, pairwise scheme. I do not claim that no cleverer factorization exists.

\textbf{Q.} Which discarded terms save the tenth power?

\textbf{A.} Those whose last step has eight free indices and two sums. They occur in $[\hat U,T_4]$, $[[\hat H,T_2],T_4]$ and $[[\hat H,T_3],T_3]$. In $[\hat U,T_4]$ the particle ladder $\sum_{ef}\widetilde W_{abef}t^{efcd}_{ijkl}$ costs $o^4v^6$, the mixed contraction $o^5v^5$ and the hole ladder $o^6v^4$. For $v>o$ the particle ladder has the steepest cost, and dropping all these terms saves a factor $v$ in leading scaling, apart from prefactors. Since the source contains no $T_4$, (\ref{t4}) also gives the quadruples amplitudes explicitly: for fixed $i,j,k,l$ one can form the $v^4$ amplitudes, add their contributions to (\ref{r3}) and (\ref{r2}), and discard them. The full $o^4v^4$ array need not be stored.

\section{Comparison with CCSDTQ-1}

\textbf{Q.} CCSDTQ-1 also has lowest-order quadruples and $N^9$ cost. Is CC4 merely another name for it?

\textbf{A.} No. CCSDTQ-1 uses bare $H$ in the quadruples equation:
\begin{equation}
\langle4|[F,T_4]+[H,T_3]+\tfrac12[[H,T_2],T_2]|0\rangle=0 .
\end{equation}
I use the letter a for the variant with only $[H,T_4]$ in the triples equation, and b for the one that adds $[[H,T_1],T_4]$. To compare with CC4, expand $\hat H$ in $T_1$. Adding $k$ factors of $T_1$ raises $m$ and $s$ in (\ref{rule}) equally, so the first condition is unchanged. The second becomes
\begin{equation}
k\le n+2-s,
\end{equation}
where $s$ now counts the rank without $T_1$. Term by term:
\begin{itemize}
\item $T_3$ in quadruples ($n=4$, $s=3$): CC4 has $k=0,1,2,3$; both CCSDTQ-1 variants have $k=0$.
\item $T_2T_2$ in quadruples ($s=4$): CC4 has $k=0,1,2$; both variants have $k=0$.
\item $T_4$ in triples ($n=3$, $s=4$): CC4 and variant b have $k=0,1$; variant a has $k=0$.
\item $T_4$ in doubles ($n=2$, $s=4$): all three have $k=0$.
\end{itemize}
CC4 thus has five more terms than variant b, all in the quadruples equation, and six more than variant a, the sixth being $[[H,T_1],T_4]$ in the triples equation. If $T_1=0$, the three sets of equations coincide. The pattern of surviving powers was tested with random amplitudes.

\textbf{Q.} Then the extra terms must raise the order to which the energy is correct.

\textbf{A.} They do not. Put $H=F+\lambda U$ and now use the actual order of $T_1$. Brillouin's theorem removes its first-order source, so it starts at $\lambda^2$. An error in $T_4$ of order $\lambda^p$ enters the doubles equation with one more $U$, hence $T_2$ at $\lambda^{p+1}$, and the energy at $\lambda^{p+2}$.

CCSDT lacks $T_4$ from $p=3$, so its energy first errs at $\lambda^5$. CC4 and CCSDTQ-1 omit the fourth-order terms in (\ref{dropped}), so they first err at $\lambda^6$. The leading terms that distinguish CC4 from variant b are $[[U,T_1],T_3]$, of order $1+2+2=5$, and $\tfrac12[[[U,T_1],T_2],T_2]$, of order $1+2+1+1=5$. Their energies therefore first differ at $\lambda^7$. Variants a and b differ by $[[U,T_1],T_4]$, of order six in the triples equation. This reaches $T_2$ at order seven and the energy at order eight.

\section{A molecule with stretched bonds}

\textbf{Q.} Orders are not magnitudes. Show me a case that strains the approximation.

\textbf{A.} Take water in the STO-3G basis, with all electrons correlated, both O--H bonds at 1.3~\AA\ and an angle of $105^\circ$. There are ten occupied but only four virtual spin orbitals. Quintuple excitations are impossible, so CCSDTQ equals full CI in this basis. The basis is far too small to predict properties of real water, but it isolates the error of the truncated quadruples equation.

The full CI correlation energy is $-0.112614\,E_{\rm h}$. Errors relative to it, in $\mu E_{\rm h}$, are
\begin{equation}
\begin{array}{lr}
\text{CCSD}&566.6\\
\text{CCSDT}&353.0\\
\text{CCSDTQ-1a}&141.2\\
\text{CCSDTQ-1b}&141.3\\
\text{CC4}&138.9
\end{array}
\end{equation}
CC4 removes $(353.0-138.9)/353.0=61\%$ of the CCSDT error. What remains is $0.36$~kJ/mol. These figures belong to the minimal basis. At the same geometry in cc-pVDZ, with the oxygen core frozen and three or four MP2 natural virtual orbitals kept, the CCSDT errors are $807$ and $1060\,\mu E_{\rm h}$ and the CC4 errors $+30$ and $-68\,\mu E_{\rm h}$. There CC4 removes 96\% of the CCSDT error in one case and overshoots full CI in the other.

\textbf{Q.} Only 61\%? Your neglected terms cannot be small.

\textbf{A.} They are not. At the CC4 amplitudes, the norm of $[F,T_4]$ in the quadruples equation is $7915\,\mu E_{\rm h}$, while that of the neglected $[\hat U,T_4]$ is $3641\,\mu E_{\rm h}$. The ratio is 0.46. The neglected term even exceeds the retained $[\hat H,T_3]$, whose norm is $2949\,\mu E_{\rm h}$. Restoring $[\hat U,T_4]$ alone moves the error from $+138.9$ to $-51.9\,\mu E_{\rm h}$. It overshoots, so the error of CC4 is a partial cancellation between this term and the other neglected ones. A higher formal order does not guarantee a smaller term. Equation (\ref{t4}) also shows a more severe failure: if its energy denominator approaches zero while the source stays away from zero, $T_4$ grows without limit.

\textbf{Q.} And the dressing, for which you argued at length, gains almost nothing.

\textbf{A.} Here it lowers the energy by $2.4\,\mu E_{\rm h}$ from CCSDTQ-1b to CC4, which is $2.4/141.3=1.7\%$ of the error of CCSDTQ-1b. The term norms fit this modest effect. For $T_3$ in the quadruples equation, successive powers of $T_1$ give $3027$, $147$, $3.1$ and $0.07\,\mu E_{\rm h}$; for $T_2T_2$ they give $8028$, $93$ and $9.0\,\mu E_{\rm h}$. Since $T_1$ is small here, this example does not show whether dressing improves the energy when the orbital rotation is large. Even the sign is not fixed: with both bonds at 1.6~\AA\ in the same basis, CC4 lies $13.6\,\mu E_{\rm h}$ above CCSDTQ-1b and is the less accurate of the two.

\textbf{Q.} Do the predicted energy orders survive a numerical check?

\textbf{A.} Yes. The Taylor coefficients in $\lambda$ were tested, and the first differences occur where the counting puts them:
\begin{equation}
\begin{array}{lcr}
\text{difference}&\text{order}&\text{coefficient }(\mu E_{\rm h})\\
\text{CCSDT}-\text{full CI}&5&173.19\\
\text{CC4}-\text{full CI}&6&76.59\\
\text{CC4}-\text{CCSDTQ-1b}&7&-1.33\\
\text{CCSDTQ-1b}-\text{CCSDTQ-1a}&8&-0.039
\end{array}
\end{equation}
Both CCSDTQ-1 variants share the sixth-order coefficient of CC4. Lower-order differences are about $10^{-9}\,\mu E_{\rm h}$ or less, as the numerical output shows.

The leading coefficient should not be mistaken for the difference at $\lambda=1$. For CC4 it is 76.6 out of a total error of $138.9\,\mu E_{\rm h}$. For variants b and a even the sign changes: the coefficient is negative, but the actual difference is $+0.10\,\mu E_{\rm h}$. At this geometry and in this basis, the extra triples term of variant b therefore makes it slightly less accurate than variant a. This is no general rule: in cc-pVDZ with a frozen core and three natural virtual orbitals, the difference is $-0.13\,\mu E_{\rm h}$ and variant b is the more accurate one.

\textbf{Q.} In a larger basis there are quintuples. Do they spoil the fifth-order claim?

\textbf{A.} No. The first sources of $T_5$ are $[U,T_4]$, $[[U,T_2],T_3]$ and $\tfrac16[[[U,T_2],T_2],T_2]$, all of order four. $T_5$ cannot enter the doubles equation, since $U$ lowers the rank by at most two. It enters the triples equation at order five, which affects $T_2$ at order six and the energy at order seven. Through the quadruples equation it changes $T_4$ at order five, and again the energy at order seven. The first error of CC4 remains the sixth-order one caused by its truncated quadruples equation.

\section*{Calculated quantities}
\begin{verbatim}
Water, STO-3G, O-H 1.3 angstrom, angle 105.0 degree
occupied / virtual spin orbitals: 10 / 4; determinants: 441
Hartree-Fock energy: -74.83580102 Eh
full CI correlation energy: -0.11261408 Eh
CCSD: correlation -0.11204751 Eh, minus full CI 566.565 uEh
CCSDT: correlation -0.11226112 Eh, minus full CI 352.959 uEh
CCSDTQ-1a: correlation -0.11247285 Eh, minus full CI 141.231 uEh
CCSDTQ-1b: correlation -0.11247275 Eh, minus full CI 141.332 uEh
CC4: correlation -0.11247514 Eh, minus full CI 138.936 uEh
CC4 minus full CI: 364.777 J/mol
CC4 minus CCSDTQ-1b: -2.3954 uEh
CCSDTQ-1b minus CCSDTQ-1a: 0.1002 uEh
CC4 amplitude norms T1..T4: 0.05027, 0.32832, 0.01246, 0.00225
Norms in the quadruples equation at CC4 amplitudes (uEh):
  [F,T4]: 7914.7183 (kept)
  [Hd,T3]: 2948.5949 (kept)
  1/2[[Hd,T2],T2]: 8002.1253 (kept)
  [Ud,T4]: 3640.9851 (neglected)
  [[Hd,T2],T3]: 420.1398 (neglected)
  1/6[[[Hd,T2],T2],T2]: 100.6641 (neglected)
  1/2[[Hd,T3],T3]: 6.0635 (neglected)
  [[Hd,T2],T4]: 481.9080 (neglected)
Norms by power of T1, 0 upward, at CC4 amplitudes (uEh):
  T3->4: 3.027e+03, 1.467e+02, 3.052e+00, 7.394e-02
  T2T2->4: 8.028e+03, 9.284e+01, 9.040e+00
  T4->3: 2.187e+02, 2.752e+01
  T4->2: 7.489e+02
Energy series differences:
  CCSDT - full CI: first at order 5, 173.19065 uEh (largest lower order 1.1e-09)
  CC4 - full CI: first at order 6, 76.58782 uEh (largest lower order 8.9e-10)
  CCSDTQ-1b - full CI: first at order 6, 76.58782 uEh (largest lower order 8.9e-10)
  CCSDTQ-1a - full CI: first at order 6, 76.58782 uEh (largest lower order 8.9e-10)
  CC4 - CCSDTQ-1b: first at order 7, -1.33360 uEh (largest lower order 8.3e-10)
  CCSDTQ-1b - CCSDTQ-1a: first at order 8, -0.03882 uEh (largest lower order 2.1e-10)
Cost of contractions:
  abej,ecdikl->abcdijkl: N^9 = o^4 v^5
  mbij,acdmkl->abcdijkl: N^9 = o^5 v^4
  abef,ecik,fdjl->abcdijkl: N^9 = o^4 v^5
  mnij,acmk,bdnl->abcdijkl: N^9 = o^5 v^4
  mbei,acmk,edjl->abcdijkl: N^9 = o^4 v^5
  me,abceijkm->abcijk: N^8 = o^4 v^4
  bmef,aecfijkm->abcijk: N^9 = o^4 v^5
  mnje,abceimkn->abcijk: N^9 = o^5 v^4
  mnef,abefijmn->abij: N^8 = o^4 v^4
  abef,efcdijkl->abcdijkl: N^10 = o^4 v^6 (CCSDTQ only)
relative error, split of exact quadruples equation: 1.1e-15
relative errors, tensor formulas 4/3/2: 2.0e-14 / 1.5e-11 / 1.6e-16
CC4 quadruples residual from tensor formula: 5.2e-15 Eh
\end{verbatim}
